Crossover Temperature of a Ring Polymer Collapsed at a Reaction Saddle, part 1

(Sections cited here and not found follow in the second part.)

**First half. Extra unstable modes and their temperatures**

**The situation**

When trimethylaluminium meets a hydroxylated surface during alumina deposition, a hydrogen atom moves from a surface oxygen to a methyl ligand, and methane leaves. The hydrogen must pass a saddle of the potential energy. At high temperature the rate can be computed from the harmonic properties of the reactant and the saddle point, with a modest tunnelling correction obtained from the curvature at the saddle. On cooling, tunnelling through the barrier grows, and at a definite temperature this harmonic correction diverges. Tunnelling can already be strong somewhat above that temperature. Anyone who computes such a rate needs to know where the harmonic treatment breaks down, and how the answer depends on the discretization.

The ring-polymer representation answers this through the stability of one configuration. The quantum particle is replaced by a closed chain of P classical copies, called beads, joined by springs. Place all the beads at the saddle point. This collapsed ring is stationary, since no spring is stretched and no force acts on any bead. It has one unstable mode, in which all beads slide off the saddle together. On cooling the springs weaken, and at a definite temperature the ring also becomes unstable towards stretching, with some beads moving to the reactant side and others to the product side.

For P ≥ 3 two such modes appear together below

T_1(P) = ħω_b / [2kP sin(π/P)],

where ω_b is the barrier frequency and k is Boltzmann's constant. As P grows, T_1(P) falls to

T_c = ħω_b / (2πk).

The limit refers to the number of beads. At a fixed P the crossover of the calculation is T_1(P), not T_c.

**Where the springs come from**

Take first one coordinate q with mass m and Hamiltonian H = K + V, where K is the kinetic energy. The equilibrium partition function is

Z = Tr exp(−H/kT).

Let ε = 1/(PkT). The exponential is a product of P equal factors exp(−εH). For small ε each factor is approximated by the symmetric splitting

exp(−εH) ≈ exp(−εV/2) exp(−εK) exp(−εV/2).

Insert a complete set of position states between neighbouring factors. The potential factors become numbers. The kinetic factor is a Gaussian integral over momentum:

⟨q|exp(−εK)|q'⟩ = ∫ dp/(2πħ) exp[−εp²/(2m) + ip(q − q')/ħ]

= [m/(2πεħ²)]^(1/2) exp[−m(q − q')²/(2εħ²)].

The second line follows by completing the square in p. Write the last exponent as −ε times a spring energy ½mω_P²(q − q')². Comparison gives ω_P² = 1/(ε²ħ²), so that

ω_P = PkT/ħ.

The trace makes the last position equal to the first, which closes the chain. Apart from a constant prefactor, the integrand of Z is exp[−U_P/(PkT)], with

U_P = Σ_j [V(q_j) + ½mω_P²(q_j − q_{j+1})²], q_{P+1} = q_1.

The potential is not divided by P here. The division sits in the weight, which is that of a classical system at temperature PT. The splitting is the only approximation so far. It requires the quantum ħω of each relevant motion to be small compared with PkT.

For several atoms, each Cartesian coordinate has its own mass in the spring term and the same ω_P. The particles are treated as distinguishable, and the motion takes place on a single electronic potential surface.

**Expansion at the saddle**

Let x_a be the Cartesian displacements from the saddle, with masses m_a, and define mass-weighted displacements y_a = √m_a x_a. The first derivatives of V vanish at the saddle, so to second order

V = V‡ + ½ Σ_ab D_ab y_a y_b,

D_ab = (∂²V/∂x_a∂x_b)/√(m_a m_b).

The matrix D is real and symmetric, and an orthogonal rotation makes it diagonal. At a first-order saddle one eigenvalue is negative. Call it −ω_b², with ω_b > 0, and call its coordinate z. The others are ω_s² ≥ 0 with coordinates w_s. Zero values occur for rigid translation and rotation of a free molecule.

In mass-weighted coordinates the spring energy of a bead pair is ½ω_P² times the squared distance between the beads. An orthogonal rotation leaves that distance unchanged, provided the same rotation is applied to every bead. The springs therefore do not mix z with any w_s, and

U_P ≈ PV‡ + ½ Σ_j [−ω_b²z_j² + ω_P²(z_j − z_{j+1})²]

+ ½ Σ_s Σ_j [ω_s²w_{s,j}² + ω_P²(w_{s,j} − w_{s,j+1})²].

Coupling between atoms at quadratic order is thus fully contained in ω_b. This is why ω_b must come from the full mass-weighted Hessian. A curvature taken along one bond with the mass of hydrogen in general gives a different number when other atoms take part in the unstable motion.

**Modes of the ring**

The expression is unchanged when all beads are renumbered by one step, so discrete Fourier waves diagonalize it. Write

z_j = P^(−1/2) Σ_k C_k exp(2πijk/P), k = 0, 1, …, P − 1.

In this section the subscript k counts waves; Boltzmann's constant appears only in the product kT. Since z_j is real, C_{P−k} is the complex conjugate of C_k. The waves obey

Σ_j exp[2πij(k − k')/P] = P if k = k', and 0 otherwise,

because for k ≠ k' the terms form a geometric series that closes on itself. Hence

Σ_j z_j² = Σ_k |C_k|².

In the difference z_j − z_{j+1}, each wave acquires the factor 1 − exp(2πik/P). Its squared modulus is

|1 − exp(2πik/P)|² = 2 − 2cos(2πk/P) = 4 sin²(πk/P).

Therefore

Σ_j (z_j − z_{j+1})² = Σ_k 4 sin²(πk/P) |C_k|².

With

λ_k = 4ω_P² sin²(πk/P),

the part of U_P that belongs to the unstable direction becomes

½ Σ_k (λ_k − ω_b²)|C_k|².

The same algebra for a stable direction gives squared frequencies λ_k + ω_s². These are sums of non-negative terms and cannot become negative at any temperature. Extra instabilities can arise only along z.

The wave k = 0 has λ_0 = 0 and squared frequency −ω_b². It moves all beads equally and stretches no spring. This is the centroid mode, and it is unstable at every temperature.

For 0 < k < P/2 the waves k and P − k have the same λ. Setting C_k = (u − iv)/√2 gives |C_k|² + |C_{P−k}|² = u² + v², so they amount to two independent real modes, a cosine and a sine pattern around the ring. For even P the wave k = P/2 has alternating signs from bead to bead. It is its own partner and supplies a single real mode.

**The thresholds**

Let n label the ring waves with 1 ≤ n ≤ P/2. The modes with label n are unstable when λ_n < ω_b². Both sides are squares of positive numbers, so the square root may be taken:

2(PkT/ħ) sin(πn/P) < ω_b.

Solving for T gives

T < T_n(P) = ħω_b / [2kP sin(πn/P)].

The sine increases with n over this range, so T_1 is the highest threshold. On cooling, the total number of unstable modes goes from one to three at T_1, to five at T_2, and so on. For even P the last threshold, n = P/2, adds one mode instead of two.

The smallest rings need separate mention. With P = 1 there is no spring and no extra mode. With P = 2 the only ring wave is n = 1 = P/2, so a single extra mode appears below ħω_b/(4k). The degenerate pair needs P ≥ 3.

Dividing λ_n by ω_b² and using the definition of T_n gives a relation that is convenient in practice:

λ_n/ω_b² = [T/T_n(P)]².

The squared frequency of the first ring pair is therefore ω_b²[(T/T_1)² − 1]. It passes through zero linearly in T, and the frequency itself vanishes as a square root.

The condition is a balance of energies. Stretching the ring across the barrier top lowers the potential energy of the beads on both sides, in proportion to ω_b². It also costs spring energy, in proportion to T². Above T_1 the springs win, and below T_1 the potential wins.

**The limit of many beads**

Set u = π/P. Then

T_1(P) = T_c · u/sin u.

The derivative of (sin u)/u is (u cos u − sin u)/u². Its numerator vanishes at u = 0 and has derivative −u sin u, which is negative for 0 < u < π. So (sin u)/u falls as u grows, and u/sin u rises. Increasing P reduces u, and T_1(P) therefore decreases steadily towards T_c from above. Since sin u = u − u³/6 + …, the approach is

T_1(P)/T_c = 1 + π²/(6P²) + …

For a fixed n the same argument gives T_n → T_c/n, with leading relative error π²n²/(6P²). Higher thresholds need more beads.

In this limit the square root of λ_n becomes

ν_n = 2πnkT/ħ.

These are the frequencies of functions that are periodic over the interval ħ/kT, the length of the path in imaginary time. The bead equations become the equation of motion in the inverted potential −V, where the saddle is the bottom of a well along z. A small oscillation there has period 2π/ω_b. It first fits into the available interval when

ħ/kT = 2π/ω_b,

which is T = T_c again. At higher temperature the interval is too short for a small oscillation.

The finite ring also has an artefact at the cold end. For even P the last threshold is

T_{P/2}(P) = ħω_b/(2kP) = πT_c/P,

and below it all P modes along z are unstable. There ħω_b exceeds 2PkT, so the splitting that produced the ring is no longer justified. On cooling, the number of beads must grow as 1/T to keep the discretization error of a free energy at a given level, and faster to do the same for the relative error of a partition function.

**Numbers for a hydrogen transfer**

Take a barrier wavenumber of 1200 cm⁻¹. This is a round model value, in the rough range expected for a hydrogen atom moving between two heavier atoms. The angular frequency is 2πc times the wavenumber, or 2.260 × 10¹⁴ rad/s, and ħω_b = 0.14878 eV. Then

kT_c = 0.14878 eV/(2π) = 0.02368 eV,

T_c = 274.8 K.

The thresholds for finite rings are

P = 2: 431.6 K
P = 3: 332.3 K
P = 4: 305.2 K
P = 8: 282.0 K
P = 16: 276.6 K
P = 32: 275.2 K
P = 64: 274.9 K

For P = 32 the leading error formula gives π²/(6 · 1024) = 0.0016 relative to T_c, or 0.4 K, as the list shows. For P = 3 and P = 8 the threshold was also found without Fourier modes. The second derivatives of U_P were formed by finite differences of the energy, using the full anharmonic barrier described in the second half, and the temperature was varied until the second-lowest eigenvalue vanished. The results, 332.27 K and 281.98 K, agree with the formula to the digits shown.

The list has a practical consequence. A calculation at 300 K with four beads lies below its own threshold of 305.2 K and shows a stretching instability. With 32 beads the same saddle at the same temperature shows none. The temperature must be compared with T_1(P) for the P in use, and P must be large enough for T_1(P) to be close to T_c.

With P = 32, the first ring pair at 300 K has

1200 cm⁻¹ × √[(300/275.23)² − 1] = 520 cm⁻¹

and is stable. At 250 K the square bracket is negative, and the pair is unstable with an imaginary wavenumber of magnitude

1200 cm⁻¹ × √[1 − (250/275.23)²] = 502 cm⁻¹.

The next thresholds are T_2 = 138.3 K and T_3 = 92.9 K. The collapsed ring accordingly has one unstable mode at 473 K, three at 250 K and five at 100 K.

**Second half. What the instability does to a calculation**

**Symbols and results carried over**

The ring has P beads at positions q_j, with spring frequency ω_P = PkT/ħ and weight exp[−U_P/(PkT)]. The barrier frequency is ω_b. Along the unstable direction the collapsed ring has squared frequencies λ_n − ω_b², where λ_n = 4ω_P² sin²(πn/P). The first extra pair becomes unstable below T_1(P), with λ_1/ω_b² = (T/T_1)², and T_1(P) tends to T_c = ħω_b/(2πk). From here on only the unstable direction is followed, as one coordinate x measured from the barrier top, with effective mass m.

**The harmonic factor diverges**

Above T_1 the quadratic expansion can be used to integrate over the shape of the ring while its centroid is held at the saddle. Each real mode with squared frequency μ contributes a Gaussian integral proportional to μ^(−1/2). Dividing by the same integral for free beads, which have μ = λ_n, gives

κ_P = Π_{n=1}^{P−1} [λ_n/(λ_n − ω_b²)]^(1/2).

Here n runs over all ring waves, so that each degenerate pair is counted twice. The factor measures how much the quantum spread of the ring raises the statistical weight at the barrier top, relative to a classical particle.

The product can be evaluated in closed form. Define an angle φ by

sin(φ/2) = ω_b/(2ω_P).

Because 4 sin²α = 2 − 2cos 2α,

λ_n − ω_b² = ω_P² [2cos φ − 2cos(2πn/P)].

Let Z = exp(iφ) and W = exp(2πin/P). Then

2cos φ − 2cos(2πn/P) = Z + 1/Z − W − 1/W = (Z − W)[1 − 1/(ZW)].

As n runs from 0 to P − 1, W runs through all solutions of W^P = 1, and so does 1/W. The polynomial with these roots gives

Π(Z − W) = Z^P − 1,

Π[1 − 1/(ZW)] = 1 − Z^(−P).

Multiplying the two,

Π_{n=0}^{P−1} [2cos φ − 2cos(2πn/P)] = Z^P + Z^(−P) − 2

= 2cos Pφ − 2 = −4 sin²(Pφ/2).

The factor n = 0 equals 2cos φ − 2 = −4 sin²(φ/2). Removing it leaves

Π_{n=1}^{P−1} [2cos φ − 2cos(2πn/P)] = sin²(Pφ/2)/sin²(φ/2).

For free beads φ → 0, and the right side becomes P². The ratio of the free product to the barrier product is therefore P² sin²(φ/2)/sin²(Pφ/2). Its square root is

κ_P = P sin(φ/2)/sin(Pφ/2).

Finally P sin(φ/2) = Pω_b/(2ω_P) = ħω_b/(2kT), so

κ_P = [ħω_b/(2kT)]/sin(Pφ/2).

The positive root is correct because 0 < Pφ/2 < π above T_1. On cooling, the denominator first vanishes at φ/2 = π/P, where ω_b = 2ω_P sin(π/P). That is the condition T = T_1(P). For P ≥ 3 the divergence comes from the first ring pair: two modes, each contributing an inverse square root, give a factor 1/(λ_1 − ω_b²). For P = 2 there is only one ring mode, and the factor diverges as a single inverse square root.

For many beads, φ/2 tends to ω_b/(2ω_P) and Pφ/2 tends to X = ħω_b/(2kT) = πT_c/T. Hence

κ_∞ = X/sin X.

At high temperature this is 1 + X²/6 + …, a small correction. Near the crossover sin X ≈ π − X, and κ_∞ ≈ T_c/(T − T_c) to leading order. Below T_1 the Gaussian integral does not exist. A purely parabolic barrier then has no finite answer in this form, because its energy falls without limit as the ring stretches. A real barrier flattens out, and its anharmonic terms decide what happens next.

For P ≥ 3, the collapsed ring gains a pair of extra unstable modes below T_1(P), which tends to T_c as P grows, and the harmonic factor κ_P diverges at T_1(P). It remains to find how the anharmonic terms of a real barrier govern the stretched ring, and to test the harmonic factor against transmission through a full barrier.
